# Zero-field splitting from second-order spin-orbit mixing and its axial and rhombic parameters

Let $H=H_0+V$, where $H_0$ contains no spin operators and no magnetic field, and $V$ is the spin-orbit coupling. The eigenstates of $H_0$ are written $|nSM\rangle$, with total spin $S$ and projection $M$. The ground level $|0SM\rangle$ has energy $E_0$, spin $S\ge 1$ and no orbital degeneracy, so it consists of $2S+1$ states. An excited multiplet $n$ has spin $S'$ and excitation energy $\Delta_n>0$. Spin operators are dimensionless. The coupling is taken in one-electron, or mean-field, form,

$$V=\sum_i\sum_{a=x,y,z} z_a(i)\,s_a(i),$$

where $z_a(i)$ acts on the spatial part of the wavefunction of electron $i$. It is Hermitian and, like an orbital angular momentum, purely imaginary in a basis of real orbitals. In a single $d$ shell $z_a=\zeta l_a$, with $\zeta$ the spin-orbit constant. The magnetic dipole interaction between electron spins is not part of $V$; its size is estimated below.

The spatial index and the spin index of $V$ have different roles, and it helps to separate them. Define

$$V^{(a)}_c=\sum_i z_a(i)s_c(i),\qquad V=\sum_a V^{(a)}_a .$$

For fixed $a$, the three operators $V^{(a)}_c$ form a vector under rotations of the total spin, because $z_a$ commutes with all spins. Any such vector $T$ obeys $[S_x,T_y]=iT_z$ and its cyclic companions. With $T_\pm=T_x\pm iT_y$, these give

$$[S_+,T_z]=-T_+,\quad [S_-,T_+]=-2T_z,\quad\text{hence}\quad [S_-,[S_+,T_z]]=2T_z .$$

Acting on a multiplet of spin $S$, the three components of $T$ produce states that transform as the product of spin 1 and spin $S$. Addition of angular momenta therefore restricts the excited states to $S'=S$ and $S'=S\pm1$.

The dependence on $M$ follows from the double commutator. Let $f(M)=\langle S'M|T_z|SM\rangle$ and $c_\pm(S,M)=\sqrt{(S\mp M)(S\pm M+1)}$, so that $S_\pm|SM\rangle=c_\pm(S,M)|S,M\pm1\rangle$. Expanding the commutator as $S_-S_+T_z-S_-T_zS_+-S_+T_zS_-+T_zS_+S_-$ and taking its matrix element gives

$$\begin{aligned}2f(M)={}&[c_+(S',M)^2+c_-(S,M)^2]f(M)\\&-c_+(S',M)c_+(S,M)f(M+1)\\&-c_-(S',M)c_-(S,M)f(M-1).\end{aligned}$$

At the largest common $M$ the coefficient of $f(M+1)$ vanishes. Each equation then fixes the next lower element, so the solution is unique up to a factor.

For $S'=S$ the solution is $f=M$. The right side becomes $c_-(S,M)^2-c_+(S,M)^2=(S+M)(S-M+1)-(S-M)(S+M+1)=2M$, as required. For $S'=S-1$ the solution is $f=\sqrt{S^2-M^2}$. Inserting it and dividing by $f(M)$ gives

$$\begin{aligned}&(S-1-M)(S+M)+(S+M)(S-M+1)\\&-(S-1-M)(S+M+1)-(S-1+M)(S-M+1)\\&=-(S-1-M)+(S-M+1)=2 .\end{aligned}$$

For $S'=S+1$, the adjoint $T^\dagger$ is also a vector operator and lowers the spin by one. The previous result with $S$ replaced by $S+1$ therefore applies, and $f=\sqrt{(S+1)^2-M^2}$.

Let $t_c$ be the vector operator whose $z$ elements are these functions $f$. Its other components follow from the commutators. All spin dependence now separates from the spatial dependence:

$$\langle nS'M'|V^{(a)}_c|0SM\rangle=Y^n_a\,\langle S'M'|t_c|SM\rangle .$$

The number $Y^n_a$ is an energy and contains the orbital physics. It can be found from the part of the coupling that conserves $M$, by dividing by $f(M)$ at any $M$ where $f$ is not zero.

In real orbitals and at fixed $M$, $H_0$ is a real symmetric matrix, so its eigenvectors can be chosen real. The matrix of $\sum_i z_a(i)s_z(i)$ is imaginary. Every $Y^n_a$ is then imaginary, and $Y^{n*}_aY^n_b$ is real and symmetric in $a$ and $b$.

The same argument removes the first-order term. For the ground level, the diagonal element of a Hermitian operator must be real, while a real state and an imaginary operator give an imaginary number. Hence $Y^0_a=0$ and $PVP=0$, where $P$ projects on the ground multiplet. This is the quenching of orbital angular momentum. The argument does not apply to an orbitally degenerate level, where no single real orbital state can be singled out. There the first-order term may survive, as in a cubic $^5T_2$ level, or vanish by symmetry, as in a cubic $^5E$ level.

For the second order, let $Q=1-P$ and split an eigenstate $\psi$ of energy $E$ into $P\psi$ and $Q\psi$. The two projections of the Schrödinger equation are

$$\begin{aligned}(E-E_0)P\psi&=PVP\psi+PVQ\psi,\\ (E-H_0)Q\psi&=QVP\psi+QVQ\psi .\end{aligned}$$

To lowest order in $V$, the second line gives $Q\psi=-(H_0-E_0)^{-1}QVP\psi$. Inserted in the first line, with $PVP=0$, this yields the effective Hamiltonian

$$\begin{aligned}H_2&=-\sum_{nM'}\frac{PV|nS'M'\rangle\langle nS'M'|VP}{\Delta_n}\\&=-\sum_n\frac1{\Delta_n}\sum_{ab}Y^{n*}_aY^n_b\;t_a^\dagger t_b .\end{aligned}$$

Because $Y^{n*}_aY^n_b$ is symmetric, only $W_{ab}=\tfrac12(t_a^\dagger t_b+t_b^\dagger t_a)$ contributes. Within one spin multiplet the trace of $W$ is a number. Its traceless part is a tensor of rank two and, by the Wigner-Eckart theorem, is proportional to the corresponding tensor built from $S_a$. Therefore

$$W_{ab}=\alpha\,\delta_{ab}+\tfrac{\beta}{2}(S_aS_b+S_bS_a).$$

The diagonal elements of $W_{zz}$ fix both constants through $f(M)^2=\alpha+\beta M^2$. For $S'=S$ this gives $\alpha=0$, $\beta=1$. For $S'=S-1$ it gives $\alpha=S^2$, $\beta=-1$, and for $S'=S+1$ it gives $\alpha=(S+1)^2$, $\beta=-1$. The minus sign of second-order perturbation theory is thus kept for excited states of the same spin and reversed for the other two classes:

$$\boxed{\begin{aligned}H_2&=\text{const}+\sum_{ab}D_{ab}S_aS_b,\\ D_{ab}&=\Big(-\sum_{S'=S}+\sum_{S'=S-1}+\sum_{S'=S+1}\Big)\frac{Y^{n*}_aY^n_b}{\Delta_n}\end{aligned}}$$

Mixing lowers the energy in every case, and the reversed sign does not contradict this. A state with $S'=S$ that couples through $Y_z$ alone lowers $|M|=S$ most, because $f^2=M^2$. A state with $S'=S\pm1$ lowers small $|M|$ most, because its $f^2$ decreases with $M^2$. The second case raises large $|M|$ relative to small $|M|$, which is a positive $D_{zz}$.

The three classes can also be treated together. At fixed $M$, form $G_{ab}(M)=\sum_n f_n(M)^2Y^{n*}_aY^n_b/\Delta_n$. In each class the coefficient of $M^2$ in $f^2$ is minus the sign with which that class enters $D_{ab}$. Consequently

$$G_{ab}(M)=g_{ab}-M^2D_{ab},\qquad D_{ab}=\frac{G_{ab}(M_1)-G_{ab}(M_2)}{M_2^2-M_1^2},$$

with $g_{ab}$ independent of $M$. Two blocks of different $|M|$ give the tensor without sorting the excited states by spin.

The tensor obtained in this way is not traceless. Its trace multiplies $S_x^2+S_y^2+S_z^2=S(S+1)$ and moves the whole multiplet. Define $D'_{ab}=D_{ab}-\tfrac13\delta_{ab}\sum_cD_{cc}$ and choose the axes that make it diagonal. Since $S_x^2$ and $S_y^2$ equal $\tfrac12[S(S+1)-S_z^2]\pm\tfrac12(S_x^2-S_y^2)$,

$$\begin{aligned}\sum_aD'_{aa}S_a^2={}&D'_{zz}S_z^2+\tfrac12(D'_{xx}+D'_{yy})[S(S+1)-S_z^2]\\&+\tfrac12(D'_{xx}-D'_{yy})(S_x^2-S_y^2).\end{aligned}$$

Replacing $D'_{xx}+D'_{yy}$ by $-D'_{zz}$ gives

$$\boxed{\begin{aligned}H_{\rm ZFS}&=D\left[S_z^2-\tfrac13S(S+1)\right]+E(S_x^2-S_y^2),\\ D&=\tfrac32D'_{zz},\qquad E=\tfrac12(D'_{xx}-D'_{yy})\end{aligned}}$$

A symmetric tensor has six components. Three of them fix the axes, one is the trace, and $D$ and $E$ are the remaining two.

The names of the axes are still free. The convention here is $|D'_{zz}|\ge|D'_{yy}|\ge|D'_{xx}|$. Put $u=-D'_{yy}/D'_{zz}$, so that $D'_{xx}/D'_{zz}=u-1$. The ordering requires $\tfrac12\le u\le1$, and

$$\frac ED=\frac{D'_{xx}-D'_{yy}}{3D'_{zz}}=\frac{2u-1}{3},\qquad 0\le\frac ED\le\frac13 .$$

At $E/D=0$ the tensor is axial. At $E/D=\tfrac13$ one principal value is zero and the other two are opposite. There either axis with a nonzero principal value can be called $z$, and this choice sets the sign of $D$. A small change of structure near this point can reverse the sign of $D$ although the tensor itself changes little.

For $S=1$, the state $M=0$ has energy $-2D/3$. The states $M=\pm1$ have diagonal energy $D/3$. They are coupled by $E(S_x^2-S_y^2)=\tfrac E2(S_+^2+S_-^2)$, whose element between them is $E$, so their energies are $D/3\pm E$. Equivalently, the three levels are $-D'_{aa}$: each belongs to a state annihilated by one $S_a$, on which the other two squares equal 1.

For $S=\tfrac32$ the diagonal energies are $D$ for $M=\pm\tfrac32$ and $-D$ for $M=\pm\tfrac12$. The rhombic term couples $M=\tfrac32$ to $-\tfrac12$, and $-\tfrac32$ to $\tfrac12$, with element $\tfrac E2\cdot2\sqrt3=\sqrt3E$. The result is two doublets at $\pm\sqrt{D^2+3E^2}$, so their separation alone cannot give both parameters. For $S=\tfrac12$ every $S_a^2$ equals $\tfrac14$ and there is no splitting.

The expansion requires the couplings to be small compared with the excitation energies. This was tested on a $d^4$ shell with $S=1$, in a low-symmetry field where all three classes of excited states contribute. For $\zeta=4.0$ meV the second-order tensor gives $D=-22.5$ and $E=-6.9$ $\mu$eV. With the levels measured from their mean, diagonalization of the complete $d$-shell Hamiltonian differs from the second-order result by at most 0.23 $\mu$eV, about 1% of $|D|$. Halving $\zeta$ reduces this difference by a factor 8.01, as expected when the first omitted term is of third order.

A nickel(II) complex with eight $d$ electrons and $S=1$ shows how the formula works in a molecule. The model is set in the regime of the vapour-deposition precursor Ni(acac)$_2$(tmeda), in which four oxygen and two neighbouring nitrogen atoms surround the metal. Each ligand raises the $d$ orbital pointing at it by $\sigma$ and the two $\pi$-type orbitals by $\pi$. The rough, round parameters are $\sigma_{\rm O}=0.43$, $\pi_{\rm O}=0.05$ and $\sigma_{\rm N}=0.45$ eV, with no $\pi$ term for nitrogen. The Racah parameters are $B=0.11$ and $C=0.45$ eV, and $\zeta=0.075$ eV. The plane of the two nitrogen and two of the oxygen atoms is $xy$, with the twofold axis along $x$. The N-Ni-N angle is 84° and the O-Ni-O angle in this plane is 94°. The other two oxygen atoms lie on the $z$ axis.

The cubic limit explains the size of the main terms. For a regular octahedron with ligands on the axes, the ground state with $M=1$ has filled $xy$, $yz$ and $xz$ orbitals and one spin-up electron in each of $z^2$ and $x^2-y^2$. The operator $\sum_i\zeta l_z(i)s_z(i)$ can move only the spin-down $xy$ electron, into $x^2-y^2$. The orbital element has magnitude 2 and the spin factor has magnitude $\tfrac12$. Since $f(1)=1$, $|Y_z|=\zeta$. The state reached has all its unpaired spins up, so it is a triplet. It is also an eigenstate of $H_0$, because the $d^8$ shell has a single triplet level of its symmetry, $^3T_2$. By cubic symmetry the $x$ and $y$ directions give the same value, and

$$D^{\rm triplet}_{aa}=-\frac{\zeta^2}{\Delta_a}.$$

With three equal energies $\Delta_a$ this is an isotropic tensor, and it produces no splitting. For this triplet, a zero-field splitting requires a departure from cubic symmetry.

In the model molecule the three corresponding triplets lie at 1.151, 1.154 and 1.200 eV for the $x$, $y$ and $z$ directions. For the last one,

$$-\frac{\zeta^2}{\Delta_z}=-\frac{(0.075\ {\rm eV})^2}{1.200\ {\rm eV}}=-4.69\ {\rm meV},$$

which agrees with the calculated contribution to the digits shown. Adding the triplet and singlet parts gives, in meV,

$$\begin{aligned}D_{xx}&=-4.848+1.935=-2.913,\\D_{yy}&=-4.913+1.947=-2.966,\\D_{zz}&=-4.687+1.910=-2.777 .\end{aligned}$$

The mean, $-2.8855$ meV, is removed. What remains, from the unrounded elements, is $D'_{xx}=-0.0277$, $D'_{yy}=-0.0808$ and $D'_{zz}=0.1085$ meV. These values already satisfy the ordering convention, so the principal axes keep their names, and

$$\begin{aligned}D&=\tfrac32D'_{zz}=0.163\ {\rm meV}=1.31\ {\rm cm^{-1}},\\E&=\tfrac12(D'_{xx}-D'_{yy})=0.027\ {\rm meV}=0.21\ {\rm cm^{-1}},\end{aligned}$$

with $E/D=0.16$. The levels lie at $-0.1085$, $0.0277$ and $0.0808$ meV about their mean. The lowest is the state with $M=0$ along $z$.

The parameter $D$ is thus a small difference between tensor elements near 3 meV. The triplets alone would give 0.193 meV, and the singlets subtract 0.031 meV. The positive triplet part follows from the larger excitation energy in the $z$ direction, which makes $D_{zz}$ the least negative element.

The rhombic parameter has a different origin. If every $|Y_a|$ were equal to $\zeta$, the energies for $x$ and $y$ would give elements of $-4.888$ and $-4.873$ meV, hence a triplet part of $E$ equal to $-0.008$ meV. The actual main contributions are $-4.848$ and $-4.913$ meV, which give $+0.033$ meV. Both values refer to the axes as named above. Since the convention gives $E$ the sign of $D$, a negative total here would only exchange the names $x$ and $y$. In this model the changes of the coupling amplitudes therefore decide which of the two axes is called $x$, and the excitation energies alone do not show this.

The same cancellation makes the result sensitive to neglected effects. Full diagonalization in the $d$ shell, with all other settings unchanged, gives $D=0.151$ and $E=0.023$ meV. Relative to the second-order values these are reductions of about 7% and 12%. The direct spin-spin interaction, estimated with one configuration and a minimal-basis $3d$ function, adds about 0.0002 meV to $D$ and 0.004 meV to $E$. In the present axes the in-plane ligands lie between $x$ and $y$, so the open orbitals of the cubic limit are $xy$ and $z^2$. For this pair the interaction has no anisotropy. For these orbitals in the molecule, symmetry allows only an admixture of $x^2-y^2$ to $z^2$, and it is small. In the full $d^8$ ground state Coulomb repulsion reduces this admixture further and adds a little of the ($yz$, $xz$) configuration, so in this model the one-configuration values overestimate the effect. A quarter turn about $z$ reverses the sign of the admixture. It also reverses the contribution to $E$ but leaves that to $D$ unchanged. The contribution to $E$ is therefore linear in the small admixture, while that to $D$ is quadratic.

Covalency matters more. Suppose that delocalization onto the ligands reduces $l_z$ by a factor 0.95 and leaves $l_x$ and $l_y$ unchanged, with the energies held fixed. Then $D_{zz}$ is multiplied by $0.95^2$. It rises by $0.0975\times2.777=0.271$ meV, and $D$ grows from 0.163 to 0.434 meV. Charge-transfer states lie outside the $d$ shell. If all the coupling strength lost by the $d$-shell triplet went to charge-transfer triplets at 4.5 eV, these would lower $D_{zz}$ by $(1-0.95^2)\zeta^2/(4.5\ {\rm eV})=0.12$ meV. Charge-transfer singlets enter with the opposite sign, so this number does not give the size or sign of the net contribution, which the present model cannot determine.

Geometry can change even the sign. With the N-Ni-N angle at 82° and everything else fixed, $D=-0.152$ and $E=-0.038$ meV. From $D'_{zz}=\tfrac23D$ and the zero trace, the principal values in increasing order are $-0.101$, $0.013$ and $0.088$ meV. At 84° they were $-0.081$, $-0.028$ and $0.108$ meV. Each ordered value has moved by about 0.04 meV or less, but the largest in magnitude is now the negative one. The convention then gives the name $z$ to the former $y$ axis and reverses the sign of $D$. The value 0.088 meV still belongs to the original $z$ axis, and along that axis $\tfrac32D'_{zz}$ has only fallen from 0.163 to 0.132 meV.

These numbers illustrate how the splitting arises and are not a prediction for the real precursor. Because $D$ is so sensitive to the parameters, agreement with a measured splitting would not by itself confirm the model. Questionable assumptions include equal covalency in all directions, isotropic $\pi$ bonding by the chelating oxygen ligands, and a rigid idealized geometry. The first and third were varied above. Unequal covalency changed $D$ by more than its own magnitude, and a 2° change of angle moved the tensor through $E/D=\tfrac13$, which reversed the conventional sign of $D$. A prediction of the sign for this molecule would need its actual structure and a calculation that includes the ligands.

Temperature decides whether the splitting affects equilibrium magnetic properties. The total splitting corresponds to 2.2 K. At 400 K, taken as a rough temperature for evaporating the precursor, $k_BT=34.5$ meV and the model populations are 0.334, 0.333 and 0.333. The three levels are then almost equally occupied, while the Boltzmann factor of the first excited triplet is about $3\times10^{-15}$. The spin multiplet remains well separated from the orbital excitations. In the model, its internal splitting changes the powder-averaged susceptibility appreciably only near or below a few kelvin. In a single crystal the effect fades more slowly: the leading relative change along axis $a$ is proportional to $D'_{aa}/k_BT$, which averages to zero over the three axes because the trace of $D'$ is zero. The numerical output gives the remaining digits and the contributions of each class.

## Numbers as computed

```
Test d4, S=1.0: zeta = 4.0 meV, D = -22.4944 ueV, E = -6.9468 ueV
  error of levels vs full diagonalization = 0.23127 ueV; falls by 8.01 when zeta is halved
Test d5, S=1.5: zeta = 4.0 meV, D = 4.5246 ueV, E = 0.8877 ueV
  error of levels vs full diagonalization = 0.01158 ueV; falls by 8.03 when zeta is halved
Nickel(II) d8 model, cis-N2O4; C2 axis = lab x, N2O2 plane = lab xy
Racah B = 0.11 eV, C = 0.45 eV, zeta = 0.075 eV
sigma(O) = 0.43 eV, pi(O) = 0.05 eV, sigma(N) = 0.45 eV
angle N-Ni-N = 84 deg, planar O-Ni-O = 94 deg
d-orbital energies (eV): [0.1098 0.1465 0.1535 1.3002 1.31  ]
main triplet for lab x: Delta = 1.1507 eV, -|Y|^2/Delta = -4.8476 meV, -zeta^2/Delta = -4.8883 meV
main triplet for lab y: Delta = 1.1543 eV, -|Y|^2/Delta = -4.9129 meV, -zeta^2/Delta = -4.8731 meV
main triplet for lab z: Delta = 1.2000 eV, -|Y|^2/Delta = -4.6872 meV, -zeta^2/Delta = -4.6873 meV
lowest excited singlet = 1.7214 eV
D_xx, D_yy, D_zz (lab) from triplets (meV): [-4.848  -4.9129 -4.6872]
D_xx, D_yy, D_zz (lab) from singlets (meV): [1.9349 1.9466 1.9101]
D_xx, D_yy, D_zz (lab) from total (meV): [-2.9132 -2.9663 -2.777 ]
trace/3 removed = -2.8855 meV
principal x, y, z are lab axes: x, y, z
D = 0.1627 meV = 1.312 cm^-1
E = 0.0266 meV = 0.214 cm^-1;  E/D = 0.1634
D from triplets = 0.1933 meV, from singlets = -0.0306 meV
levels about their mean (meV): [-0.1085  0.0277  0.0808]
levels, full diagonalization (meV): [-0.1005  0.0269  0.0737]
full diagonalization: D = 0.1508 meV, E = 0.0234 meV
direct spin-spin part of D = 0.00021 meV, of E = 0.00422 meV
orbital reduction 0.95 along lab z only: D = 0.4335 meV, E = 0.0266 meV
charge-transfer size (1-k^2) zeta^2/E_CT at E_CT = 4.5 eV: 0.1219 meV
N-Ni-N = 82 deg: D = -0.1516 meV, E = -0.0376 meV
kT at 400 K = 34.469 meV; populations of the three levels: [0.33438 0.33307 0.33255]
Boltzmann factor of first excited triplet at 400 K = 3.18e-15
total splitting / k_B = 2.197 K
```
